# Fifteen-Level k.p Silicon: Conduction Minimum and X-Point Degeneracy Error

## The physical question

An electron in the conduction band of silicon sits away from the zone centre, on the line from Γ to X. Close beyond its energy minimum lies the X point, where the crystal forces the bands into degenerate pairs. A k.p model built from Γ states must carry information across most of the zone to describe this region. How well can fifteen states do so, and what does a splitting at X reveal about the error?

Spin is omitted. Energies are measured from the valence top at Γ, and \(h=\hbar^2/2m\), with \(m\) the free-electron mass. The reference is a local empirical pseudopotential with lattice constant \(a=0.543\) nm. Errors below are relative to this reference, not to experiment.

## The reference and its Γ states

Put the origin at a bond centre, with atoms at \(\pm\boldsymbol\tau\), \(\boldsymbol\tau=(a/8)(1,1,1)\). In plane waves,

\[
H_{\mathbf G\mathbf G'}(\mathbf k)=h|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}
+v_{|\mathbf G-\mathbf G'|}\cos[(\mathbf G-\mathbf G')\cdot\boldsymbol\tau].
\]

The form factors \(v\) are \(-2.86\), 0.54 and 1.09 eV for squared lengths 3, 8 and 11 in units of \((2\pi/a)^2\), and zero otherwise. They are rough silicon values. This matrix is real, so the Γ eigenvectors can be chosen real.

Let \(u_n\) be the periodic Γ functions with energies \(E_n\), and write \(\psi=e^{i\mathbf k\cdot\mathbf r}\sum_n a_nu_n\). Moving the exponential through the kinetic energy replaces \(\mathbf p\) by \(\mathbf p+\hbar\mathbf k\). Since \((\mathbf p+\hbar\mathbf k)^2/2m\) contains \(\mathbf p^2/2m\), \(\hbar\mathbf k\cdot\mathbf p/m\) and \(hk^2\), projection on \(u_n\) gives

\[
H_{nn'}=(E_n+hk^2)\delta_{nn'}+\sum_j k_j(M_j)_{nn'},\qquad
(M_j)_{nn'}=2h\langle n|G_j|n'\rangle .
\]

The factor 2 follows from \(\mathbf p=\hbar\mathbf G\) and \(\hbar^2/m=2h\). If all Γ eigenvectors of a finite plane-wave set are kept, this is a change of basis. Keeping fifteen is a projection. By the min–max principle, its ordered eigenvalues cannot lie below those of the parent set, because the trial space is smaller.

## Why fifteen states need ten constants

The shells [000], [111] and [200] contain \(1+8+6=15\) waves. To classify them, use the tetrahedral operations about the atom at \(\boldsymbol\tau\), together with inversion about the bond centre. The waves \(e^{i\mathbf G\cdot(\mathbf r-\boldsymbol\tau)}\) are permuted by the tetrahedral operations; inversion sends \(\mathbf G\) to \(-\mathbf G\) with phase \(e^{-2i\mathbf G\cdot\boldsymbol\tau}\).

- [000] is an even scalar, Γ1.
- [111] consists of two tetrahedra of four waves. Each gives a scalar and a vector, and inversion exchanges the tetrahedra. Even and odd combinations give Γ1, Γ2', Γ25' and Γ15: respectively an even scalar, an odd scalar, an even vector and an odd vector.
- For [200] the inversion phase is \(-1\). The sum of six waves is therefore an odd scalar, Γ2'; differences of opposite waves form an even vector, Γ25'; the remaining two combinations form an odd doublet, Γ12'.

The potential mixes states of equal symmetry but preserves these labels. Suffixes l and u denote the lower and upper copies.

Momentum is odd, so it joins the even set {Γ1, Γ25'} to the odd set {Γ15, Γ2', Γ12'}. It is also a tetrahedral vector. A twofold rotation about one axis reverses the other two vector components. An invariant matrix element must therefore contain the indices x, y and z all an even number of times, or all an odd number of times:

- A vector \(i\), momentum \(j\) and a scalar have two indices, which must agree: \(\delta_{ij}\).
- A single vector index between two scalars, or between a scalar and Γ12', is forbidden.
- Three vector indices must all differ. Threefold rotations and diagonal mirrors make the six permitted entries equal, giving \(|\varepsilon_{ijk}|\).
- For Γ12', the indices \(i,j\) must agree. Threefold rotation turns the three coupling vectors into one another, so they are \(R\mathbf u_i\), with unit vectors \(\mathbf u_i\) spaced by 120 degrees. The mirror exchanging x and y must leave \(\mathbf u_z\) unchanged, which fixes its direction in the doublet up to sign. Both Γ25' levels therefore use the same \(\mathbf u_i\).

Thus, for the lower Γ25',

\[
\begin{aligned}
\langle\Gamma_{25'}i|M_j|\Gamma_{2'l}\rangle&=P\delta_{ij}, &
\langle\Gamma_{25'}i|M_j|\Gamma_{2'u}\rangle&=P''\delta_{ij},\\
\langle\Gamma_{25'}i|M_j|\Gamma_{15}k\rangle&=Q|\varepsilon_{ijk}|, &
\langle\Gamma_{25'}i|M_j|\Gamma_{12'}\nu\rangle&=R\delta_{ij}u_i^\nu .
\end{aligned}
\]

The upper Γ25' has the corresponding constants \(P',P''',Q',R'\). The remaining elements are \(T\delta_{jk}\) between Γ1u and Γ15, and \(T'\delta_{jk}\) between Γ1l and Γ15. The count is \(4+4+2=10\).

Numerical eigenvectors of a degenerate level have arbitrary orientation. Projecting \(G_i|\Gamma_{2'l}\rangle\) onto Γ25'l produces correctly labelled partners; the other multiplets are aligned similarly. Eight multiplets have seven relative signs. These are fixed by making \(P,Q,R,R',P''',T,T'\) positive, after which the other three signs are determined. A test of all entries of the three momentum matrices found a largest departure from the ten-constant form of \(1.4\times10^{-13}\) eV nm.

The Γ energies, in eV, are

\[
\begin{array}{cccc}
\Gamma_{1l}&\Gamma_{25'l}&\Gamma_{15}&\Gamma_{2'l}\\
-12.613&0&3.431&3.879\\[2mm]
\Gamma_{1u}&\Gamma_{12'}&\Gamma_{25'u}&\Gamma_{2'u}\\
7.543&7.974&12.403&14.217
\end{array}
\]

## Direct constants and fitted constants

The direct constants are momentum elements of the pseudopotential states. They contain no allowance for the omitted levels. To second order, for a nondegenerate state well separated from those levels, the omitted shift is

\[
\delta E_n=-\sum_{r\ \mathrm{omitted}}
\frac{|\mathbf k\cdot\mathbf M_{rn}|^2}{E_r-E_n}.
\]

For a low band every denominator is positive, so truncation leaves its energy too high. The estimate grows as \(k^2\) near Γ; at X it is no longer a controlled small-\(k\) expansion.

A second set of constants absorbs part of this error. The Γ energies stay fixed, and the ten constants minimize squared differences from the six lowest reference bands. The fit uses ten points on Δ, from 0.1 to 1.0 in units of \(2\pi/a\), and \((t,t,t)\) with \(t=1/6,1/3,1/2\). Differences for the fifth band on Δ and the sixth at X are multiplied by 3. Additional residuals \(0.1(c-c_{\rm direct})\), read in eV with \(c\) in eV nm, discourage large changes.

| Constant | Direct (eV nm) | Fitted (eV nm) |
|---|---:|---:|
| \(P\) | 0.904 | 0.890 |
| \(Q\) | 0.767 | 0.774 |
| \(R\) | 0.733 | 0.762 |
| \(P''\) | 0.092 | 0.028 |
| \(P'\) | 0.035 | 0.038 |
| \(Q'\) | −0.455 | −0.493 |
| \(R'\) | 1.254 | 1.255 |
| \(P'''\) | 0.979 | 1.009 |
| \(T\) | 0.850 | 0.863 |
| \(T'\) | 0.258 | 0.255 |

The fitted values are effective parameters, no longer momentum elements of the reference states. The projection bound therefore does not apply to the fitted bands.

## Finding the minimum

On Δ, take \(\mathbf k=(k,0,0)\). The selection rules split the matrix into blocks of sizes 3, 5, 3, 3 and 1. The conduction branch of interest, Δ1, comes from {Γ1l, Γ1u, Γ15x}:

\[
H_{\Delta_1}=hk^2I+
\begin{pmatrix}
E_{1l}&0&T'k\\
0&E_{1u}&Tk\\
T'k&Tk&E_{15}
\end{pmatrix}.
\]

Its middle root is the conduction energy. First set \(T'=0\). With \(e=(E_{1u}+E_{15})/2\) and \(d=(E_{1u}-E_{15})/2\), the lower root of the remaining pair is

\[
E(k)=e+hk^2-S,\qquad S=\sqrt{d^2+T^2k^2}.
\]

Differentiation gives \(E'=k(2h-T^2/S)\). Away from \(k=0\), the stationary condition is \(S=T^2/2h\). Squaring and solving for \(k^2\),

\[
k_0^2=\frac{T^2}{4h^2}-\frac{d^2}{T^2},\qquad
E_0=e-\frac{T^2}{4h}-\frac{hd^2}{T^2}.
\]

The second expression follows by inserting \(hk_0^2=T^2/4h-hd^2/T^2\) and \(S=T^2/2h\). An off-centre minimum requires \(T^2>2hd\). If \(T^2\le2hd\), then \(S\ge d\) makes \(E'\ge0\) for positive \(k\), and the minimum of this branch is at Γ. Physically, interband repulsion must overcome the free-electron rise.

For the fitted constants, \(h=0.0381\) eV nm², \(d=(7.5425-3.4311)/2=2.0557\) eV and \(T^2=0.7448\) eV² nm². Since \(2hd=0.157\) eV² nm², the condition holds. The formula gives

\[
k_0^2=\frac{0.7448}{4(0.0381)^2}-\frac{(2.0557)^2}{0.7448}
\simeq122.6\ {\rm nm}^{-2}.
\]

Hence \(k_0\simeq11.07\) nm⁻¹, or \(0.957(2\pi/a)\), and \(E_0=0.384\) eV. The mechanism is right, but the energy is much too low because Γ1l has been left out.

Restoring \(T'\) pushes the branch upward. Eliminating the two Γ1 amplitudes from the eigenvector equations, with \(\mu=E-hk^2\), gives

\[
\mu-E_{15}=\frac{T'^2k^2}{\mu-E_{1l}}
+\frac{T^2k^2}{\mu-E_{1u}}.
\]

Minimizing the middle root numerically gives \(k=0.839(2\pi/a)=9.71\) nm⁻¹ and \(E=0.829\) eV. At this point \(hk^2=3.593\) eV, so \(\mu=-2.763\) eV. The left side is \(-6.194\) eV; the two terms on the right are \(0.620\) and \(-6.815\) eV, which agree with it after rounding.

The reference minimum is at \(0.854(2\pi/a)\) and 0.825 eV. The direct constants give \(0.826(2\pi/a)\) and 0.954 eV. Fitting therefore reduces the energy error from 129 to 4 meV and the position error from 0.027 to 0.014 in units of \(2\pi/a\). No lower fifth-band energy was found for the fitted model on a zone mesh of spacing \(0.1(2\pi/a)\); this is a mesh search, not a proof for every wave vector.

## Why the X pair should be exact

Let \(I\) be inversion about the bond centre, and let \(S_z\) be the twofold rotation about the z axis through the atom at \(\boldsymbol\tau\):

\[
S_z(x,y,z)=(a/4-x,\;a/4-y,\;z).
\]

Acting on a wavefunction in the two possible orders gives

\[
\begin{aligned}
(IS_z\psi)(x,y,z)&=\psi(x+a/4,y+a/4,-z),\\
(S_zI\psi)(x,y,z)&=\psi(x-a/4,y-a/4,-z).
\end{aligned}
\]

The arguments differ by the lattice vector \((a/2,a/2,0)\). At \(X=(2\pi/a,0,0)\), this translation multiplies a Bloch function by \(e^{i\pi}=-1\). Thus \(IS_z=-S_zI\). Both operations commute with the Hamiltonian and return X to an equivalent point. If \(I\psi=\eta\psi\), then \(I(S_z\psi)=-\eta S_z\psi\). The two states have opposite inversion parity, so they are orthogonal and have the same energy. Every spinless level at X is at least doubly degenerate.

The combination \(IS_z\) reflects z. The periodic functions of the three-state block containing Γ15x are even under this operation; those of the five-state block containing Γ2'l are odd. The Bloch factor adds a common phase \(e^{ika/4}\), equal to \(i\) at X, so the full eigenvalues there are \(i\) and \(-i\). Since \(I(IS_z)I=S_zI=-IS_z\), inversion connects opposite reflection signs at X. The Δ1 conduction root must consequently meet a root from the odd sector. In this example that partner is Δ2', from the five-state block.

The fifteen-state space breaks the argument at one specific point. Inversion changes \(e^{iXx}\) into \(e^{-iXx}\). Returning to the original Bloch factor requires multiplication of the periodic function by \(e^{-iGx}\), with \(G=4\pi/a\). The retained Γ states are not closed under this multiplication. By contrast, the two remaining three-state blocks on Δ, {Γ25'l y, Γ25'u y, Γ15z} and its y–z exchange, have identical matrices. Their Δ5 degeneracy survives truncation.

## Reading the X error

The reference conduction pair lies at 0.954 eV. The direct model gives 1.104 and 1.144 eV, a splitting of 41 meV. Yet its two energy errors are about 150 and 190 meV. If \(\delta_1\) and \(\delta_2\) are errors relative to a degenerate reference, then

\[
\Delta_X=|\delta_1-\delta_2|\le |\delta_1|+|\delta_2|
\le2\max(|\delta_1|,|\delta_2|).
\]

So \(\Delta_X/2\) is a lower bound on the larger error. It is not an upper bound: a common shift cancels from the splitting.

The fitted model gives 0.954 and 0.993 eV. It removes most of the common shift but leaves a splitting of 39 meV. Meanwhile the splitting of the lowest valence pair grows from 55 to 99 meV. The fit has improved the conduction energies without repairing the missing symmetry. The unequal weights contribute to the deterioration of the valence pair: with all weights set to one, its splitting is 64 meV, while the conduction splitting is 45 meV.

In both models Δ1 is the upper member at X. In the fitted model it is the lowest conduction branch at the minimum, so the branches cross before X instead of meeting there. The band edge near X must be followed by symmetry label, not by energy order alone.

Increasing the number of direct Γ states shows how the splittings caused by truncation change at fixed potential:

| Γ states | Valence splitting (meV) | Conduction splitting (meV) |
|---:|---:|---:|
| 15 | 55.3 | 40.6 |
| 27 | 15.5 | 52.8 |
| 59 | 4.7 | 10.8 |
| 169 | 0.4 | 0.9 |

From the first row to the second the conduction splitting rises, and between the rows it is erratic. Adding complete levels in order of energy, it is 0.6 meV with 20 states (an accidental closure, with the valence pair still split by 52 meV), 80 meV with 42 and 10 meV with 51. Each ordered energy can only stay or fall as the space grows, but the difference of two falling energies need not fall. The last row retains a small splitting because a finite plane-wave sphere centred at Γ is not symmetric about X. Selecting waves by \(|\mathbf k+\mathbf G|\) at X restores that symmetry; the reference pairs were tested to be degenerate within numerical precision.

## Masses and wider accuracy

At the minimum \(\mathbf k_0\), put \(\mathbf k=\mathbf k_0+\boldsymbol\kappa\). The perturbation is \(\kappa_j(2hk_{0j}+M_j)+h\kappa_j^2\). The term proportional to the identity has no off-diagonal elements, and the first-order energy vanishes at the minimum. Second-order perturbation theory therefore gives

\[
\frac{m}{m_j^*}=1+\frac1h\sum_{n\ne0}
\frac{|(M_j)_{n0}|^2}{E_0-E_n}.
\]

Here \(0\) denotes the conduction state and the sum covers the other fourteen states at \(\mathbf k_0\). The fitted longitudinal and transverse masses are \(0.834m\) and \(0.179m\), against \(0.873m\) and \(0.185m\) in the reference: errors of −4% and −3%.

For the five lowest bands, the rms error at the Δ points 0.05, 0.15, …, 0.95 in units of \(2\pi/a\), none of them fitted, falls from 69 to 21 meV. Over the 152-point zone mesh, with every mesh point weighted equally, it falls from 113 to 72 meV. That mesh includes all ten fitted Δ points and the fitted point with \(t=1/2\). The rms hides large local errors. At \((0.85,0,0)\), \((0.85,0.1,0)\) and \((0.85,0.1,0.1)\) the fitted fifth band is within 11 meV of the reference, but at \(K=(0.75,0.75,0)\) it lies about 310 meV too low. The model is better near its intended conduction valley than as a uniform description of the zone.

## Numerical error and real silicon

Raising the plane-wave cutoff from 30 to 45 in \((2\pi/a)^2\) changes the reference gap by 0.3 meV, the fitted gap by 0.2 meV and the fitted conduction splitting by −0.1 meV. The 39 meV splitting is therefore not a cutoff effect. Raising the cutoff from 30 to 60 leaves both sets of constants unchanged to three decimals. It moves the direct conduction splitting from 40.6 to 41.1 meV and the direct minimum from 0.954 to 0.955 eV, and it changes the last digit of some Γ energies. Energies quoted above are therefore reliable to about 1 meV. Input uncertainty is much larger: raising the first form factor by 0.05 eV, with the wave vector, cutoff and other form factors held fixed, lowers the reference gap by 86 meV.

Real silicon has a room-temperature gap of roughly 1.1 eV, so the model's 0.83 eV is far too small for predicting carrier densities. With band-edge densities of states held fixed, a gap error of 0.3 eV changes the intrinsic density by about \(e^{0.3/(2\times0.02585)}\simeq3\times10^2\) at 300 K. Spin-orbit coupling, with a rough splitting of 44 meV, raises the valence top by 15 meV and so lowers the gap by that amount. A rough thermal estimate, \(\alpha T^2/(T+\beta)\) with \(\alpha=0.5\) meV/K and \(\beta=600\) K, lowers it by another 50 meV between absolute zero and 300 K. Neither correction explains the low gap; both would reduce it further. The potential must be recalibrated before the model is used for device statistics.

The X error also has a thermal scale. The reference X level lies 129 meV above the minimum, about five times \(k_BT=25.9\) meV. In nondegenerate statistics its occupation per state is \(e^{-129/25.9}\simeq0.007\) of that at the minimum. Equilibrium electrons therefore mostly sample the valley bottom. The spurious 39 meV splitting still exceeds \(k_BT\), so the fitted constants above should not be used where the pairing at X matters. One remedy is a substantially larger Γ basis (in the table above, 27 states do not reduce the conduction splitting, while 59 do). Another is a representation that treats wave vectors differing by a reciprocal-lattice vector as equivalent. A third, only partial, keeps the fifteen states and penalizes the splittings in the fit: adding 30 times the lowest valence splitting and 30 times the conduction splitting at X as residuals brings both below 1 meV. The conduction pair then lies about 33 meV above the reference, so a closed pair is not by itself an accurate one. Nor is the symmetry fully restored: since \(X+\kappa\) and \(X-\kappa\) along Δ are equivalent, the two branches should meet with opposite slopes, but in this fit the sizes of their slopes still differ by more than a tenth.

## Computed values

```
lattice constant 0.543 nm; 2pi/a 11.5712 nm^-1
hbar^2/2m 0.038100 eV nm^2
form factors at G^2=3,8,11: -2.86 0.54 1.09 eV
cutoff |k+G|^2 30 (2pi/a)^2; Gamma waves 169
Gamma energy G1l: -12.6126 eV
Gamma energy G25'l: 0.0000 eV
Gamma energy G15: 3.4311 eV
Gamma energy G2'l: 3.8785 eV
Gamma energy G1u: 7.5425 eV
Gamma energy G12': 7.9742 eV
Gamma energy G25'u: 12.4027 eV
Gamma energy G2'u: 14.2165 eV
P: direct 0.90378, fitted 0.88994 eV nm
Q: direct 0.76678, fitted 0.77377 eV nm
R: direct 0.73251, fitted 0.76198 eV nm
P'': direct 0.09224, fitted 0.02758 eV nm
P': direct 0.03526, fitted 0.03787 eV nm
Q': direct -0.45492, fitted -0.49264 eV nm
R': direct 1.25421, fitted 1.25472 eV nm
P''': direct 0.97929, fitted 1.00880 eV nm
T: direct 0.85034, fitted 0.86301 eV nm
T': direct 0.25811, fitted 0.25454 eV nm
largest ten-constant structure error 1.4e-13 eV nm
reference minimum: k 0.8535 (2pi/a), E 0.8250 eV
direct Delta1 minimum: k 0.8261 (2pi/a), E 0.9544 eV
direct lowest band on Delta: k 0.826 (2pi/a), E 0.9544 eV
fitted minimum: k 0.8392 (2pi/a), E 0.8294 eV
fitted two-level estimate: k 0.9569 (2pi/a), E 0.3836 eV
reference conduction energy at X 0.9537 eV
direct conduction pair at X 1.1035, 1.1441 eV
fitted conduction pair at X 0.9541, 0.9932 eV
X split Delta1-Delta2': direct 40.57, fitted 39.11 meV
lower valence X split: direct 55.30, fitted 99.47 meV
15 Gamma states: X splits, valence 55.297, conduction 40.573 meV
27 Gamma states: X splits, valence 15.468, conduction 52.785 meV
59 Gamma states: X splits, valence 4.677, conduction 10.812 meV
169 Gamma states: X splits, valence 0.440, conduction 0.873 meV
reference masses: long 0.8727, trans 0.1846 m0
fitted masses: long 0.8343, trans 0.1794 m0
Delta check rms, bands 1-5: direct 0.0689, fitted 0.0212 eV
zone rms, bands 1-5: direct 0.1129, fitted 0.0723 eV
zone mesh: 152 points, spacing 0.1 (2pi/a)
cutoff 30->45: reference gap shift 0.2882 meV
same cutoff change: fitted gap 0.2359, X split -0.0983 meV
same cutoff change: fitted k shift 1.10e-05 (2pi/a)
G^2=3 form factor +0.05 eV: gap shift at fixed k -86.4 meV
rough spin-orbit split 44 meV: valence-top rise 14.7 meV
rough thermal inputs: 0.5 meV/K, 600 K
at 300 K: rough gap drop 50 meV, kT 25.85 meV
reference X energy above minimum 128.76 meV
```
